# Does vacuum Rabi splitting prove that the cavity field is quantized?

## Question

A single molecule sits in a resonant optical cavity, and a weak probe shows two transmission peaks instead of one. The Jaynes-Cummings model gives their separation as $2g$, where $g$ contains the vacuum field of the cavity mode. I have seen this doublet cited as proof that the field is quantized.

A colleague objects that two coupled pendulums also have two frequencies, and says that only the $\sqrt n$ ladder of the quantum model makes a difference. Is the classical doublet really the same, including its size and its shape? And is "only" right?

## Answer

Your colleague is right about the doublet, but "only" is too strong. For a weak probe, a classical oscillator in a classical cavity mode gives the same splitting and the same line shape. The $\sqrt n$ ladder does separate the quantum model from the classical one, and it can be seen in revivals and photon statistics as well as in spectral lines. But the ladder is not the only difference. Even a single quantum shared with a harmonic molecule, which has no $\sqrt n$ ladder, gives photon statistics that no classical field can have.

### The classical splitting

Let the cavity field at the molecule be $E=-\dot A$. The mode function equals 1 there, and $V$ is the integral of its square. The field energy is then $\tfrac12\varepsilon_0V(\dot A^2+\omega_0^2A^2)$. Model the molecule as a charge $q$ of mass $m$, bound with the same frequency $\omega_0$ and displaced by $x$ along the field:

$$m(\ddot x+\omega_0^2x)=-q\dot A,\qquad \varepsilon_0V(\ddot A+\omega_0^2A)=q\dot x .$$

The signs can be checked through the energy. Multiply the first equation by $\dot x$ and the second by $\dot A$, then add. The right-hand sides cancel, so the total energy is conserved.

For motion as $e^{-i\omega t}$, each time derivative becomes $-i\omega$:

$$m(\omega_0^2-\omega^2)x=i\omega qA,\qquad \varepsilon_0V(\omega_0^2-\omega^2)A=-i\omega qx .$$

Multiply the two equations and cancel $xA$. Since $i(-i)=1$,

$$(\omega_0^2-\omega^2)^2=\frac{\omega^2q^2}{m\varepsilon_0V}\equiv4g^2\omega^2,\qquad g=\frac{q}{2\sqrt{m\varepsilon_0V}} .$$

Taking the root gives $\omega^2\pm2g\omega-\omega_0^2=0$. The positive solutions are $\sqrt{\omega_0^2+g^2}\mp g$, and they differ by $2g$.

To describe a given absorption line, choose $q^2/m=e^2f/m_e$, where $f$ is its oscillator strength along the field. Then

$$g^2=\frac{e^2f}{4\varepsilon_0m_eV}.$$

### The quantum splitting

With molecular states $|\mathrm g\rangle$ and $|\mathrm e\rangle$ and $\sigma_-=|\mathrm g\rangle\langle\mathrm e|$, the Jaynes-Cummings Hamiltonian on resonance is

$$H=\hbar\omega_0(a^\dagger a+\sigma_+\sigma_-)+\hbar g(a^\dagger\sigma_-+a\sigma_+),\qquad g=\frac{dE_{\rm vac}}{\hbar}.$$

It omits terms that create or destroy two excitations together, which requires $g\ll\omega_0$. The constant vacuum energy is also dropped.

Half of the vacuum energy $\hbar\omega_0/2$ is electric, so $\tfrac12\varepsilon_0VE_{\rm vac}^2=\hbar\omega_0/4$ and $E_{\rm vac}^2=\hbar\omega_0/(2\varepsilon_0V)$. The transition dipole $d$ follows from the definition $f=2m_e\omega_0d^2/(\hbar e^2)$. Therefore

$$g^2=\frac{1}{\hbar^2}\,\frac{\hbar e^2f}{2m_e\omega_0}\,\frac{\hbar\omega_0}{2\varepsilon_0V}=\frac{e^2f}{4\varepsilon_0m_eV}.$$

This is the classical $g$: at fixed $f$, Planck's constant cancels. The classical model does not explain the value of $f$, which it takes from the absorption line.

The Hamiltonian connects $|n,\mathrm g\rangle$ only with $|n-1,\mathrm e\rangle$. Both have energy $n\hbar\omega_0$ without coupling, and the coupling element is $\hbar g\sqrt n$, because $a^\dagger|n-1\rangle=\sqrt n|n\rangle$. The eigenvalues of this two-by-two block are

$$E_{n,\pm}=n\hbar\omega_0\pm\hbar g\sqrt n .$$

The first rung, $n=1$, is split by $2\hbar g$. A weak probe starting from the ground state sees this rung.

### The line shape

Let molecule and cavity each lose energy at the rate $\gamma$, and let the probe have detuning $\Delta=\omega-\omega_0$. In the frame rotating with the probe,

$$\frac{H'}{\hbar}=-\Delta(a^\dagger a+\sigma_+\sigma_-)+g(a^\dagger\sigma_-+a\sigma_+)+\varepsilon(a+a^\dagger).$$

The commutators $[a,a^\dagger]=1$ and $[\sigma_+,\sigma_-]=\sigma_z$ give

$$\frac{d\langle a\rangle}{dt}=-z\langle a\rangle-ig\langle\sigma_-\rangle-i\varepsilon,\qquad
\frac{d\langle\sigma_-\rangle}{dt}=-z\langle\sigma_-\rangle+ig\langle a\sigma_z\rangle,$$

with $z=\gamma/2-i\Delta$. Now write $\sigma_z=-1+2\sigma_+\sigma_-$. For a weak probe $\langle a\rangle$ is of order $\varepsilon$, while $\langle a\sigma_+\sigma_-\rangle$ is of order $\varepsilon^3$. To leading order $\langle a\sigma_z\rangle=-\langle a\rangle$. In the steady state $\langle\sigma_-\rangle=-ig\langle a\rangle/z$, and the first equation becomes $z\langle a\rangle=-g^2\langle a\rangle/z-i\varepsilon$. Hence

$$\langle a\rangle=-i\varepsilon\,\frac{z}{z^2+g^2}.$$

For the classical pair, add the damping terms $\gamma\dot x$ and $\gamma\dot A$ inside the brackets of the equations of motion, and a drive $F$ to the equation for $A$ divided by $\varepsilon_0V$. With $D=\omega_0^2-\omega^2-i\gamma\omega$,

$$Dx=\frac{i\omega q}{m}A,\qquad DA=-\frac{i\omega q}{\varepsilon_0V}x+F .$$

Eliminating $x$ gives $DA=4g^2\omega^2A/D+F$, or $A=FD/(D^2-4g^2\omega^2)$. Near resonance $\omega_0^2-\omega^2\approx-2\omega_0\Delta$, so $D\approx-2i\omega_0z$, and

$$A\approx\frac{iF}{2\omega_0}\,\frac{z}{z^2+g^2}.$$

Apart from the constant that fixes the units of field and drive, this is the quantum response. The agreement holds for $g,\gamma,|\Delta|\ll\omega_0$, weak excitation and damping by energy loss alone. If the molecule also has pure dephasing at rate $\gamma_\varphi$, the amplitude $\langle a\rangle$ still follows a damped oscillator whose molecular rate is $\gamma+2\gamma_\varphi$, but the photon number $\langle a^\dagger a\rangle$ exceeds $|\langle a\rangle|^2$ by an incoherent part that a fixed-frequency damped oscillator does not give. For $\gamma_\varphi=\gamma=0.11g$ the photon number at $\Delta=-g$ is about twice $|\langle a\rangle|^2$.

The peaks of $|z|^2/|z^2+g^2|^2$ are not quite $2g$ apart. Put $y=|z|^2=\Delta^2+\gamma^2/4$. Since ${\rm Re}\,z^2=\gamma^2/2-y$, the denominator is $y^2-2g^2y+g^4+g^2\gamma^2$. Dividing it by $y$ and minimizing gives $y^2=g^4+g^2\gamma^2$, so

$$\Delta_{\rm peak}^2=g\sqrt{g^2+\gamma^2}-\frac{\gamma^2}{4}.$$

If the right-hand side is not positive, damping has merged the doublet into one peak.

### A numerical case

Take round model parameters: $\omega_0/2\pi=500$ THz, $f=1$, $V=1\ \mu\mathrm m^3$ and $\gamma/2\pi=0.5$ GHz. These values mean a cavity quality factor $\omega_0/\gamma=10^6$ and a molecular line narrower than 1 GHz without dephasing, which idealizes a cryogenic emitter rather than a molecule at room temperature. The quantum route has $d=2.175\times10^{-29}$ C m and $E_{\rm vac}=1.368\times10^5$ V/m. Their product divided by $\hbar$ is $g=2.821\times10^{10}$ rad/s, or $g/2\pi=4.489$ GHz. The splitting is $2\times4.4893=8.979$ GHz, equivalent to 37.13 µeV. The normal modes of the classical equations give the same 8.979 GHz.

With damping, the peaks lie at $\Delta=\pm1.0015g$, a distance of 8.992 GHz. For a probe with $\varepsilon=0.01\gamma$, the intensities from the full quantum master equation and from the classical equations differ by at most 0.10% of the classical value over the 41 detunings compared.

The agreement worsens as the probe becomes stronger. At $\Delta=-g$ the quantum intensity falls below the linear prediction by 0.038% for $\varepsilon=0.01\gamma$ and by 3.6% for $\varepsilon=0.1\gamma$. This is close to the hundredfold growth expected of a correction proportional to $\varepsilon^2$.

### The second rung

Set $|n,\pm\rangle=(|n,\mathrm g\rangle\pm|n-1,\mathrm e\rangle)/\sqrt2$. For $n\ge2$, the matrix elements of $a$ from rung $n$ to rung $n-1$ are $\tfrac12(\sqrt n\pm\sqrt{n-1})$, with the plus sign when both states have the same label. None vanishes, so there are four lines, at

$$\Delta=\pm g\sqrt n\pm g\sqrt{n-1},$$

with independent signs. For $n=2$ they lie at $\pm4.489(\sqrt2-1)=\pm1.86$ GHz and $\pm4.489(\sqrt2+1)=\pm10.84$ GHz. These are transitions between rungs 2 and 1, so they appear in emission from the second rung, or in absorption by a system that already holds one excitation. A single probe frequency scanned from the ground state meets the second rung elsewhere: two equal photons fit when $2\hbar\omega=2\hbar\omega_0\pm\sqrt2\hbar g$, that is at $\Delta=\pm g/\sqrt2$, here $\pm3.17$ GHz, and a weak coherent probe supplies two photons only rarely.

Quantizing the field is not enough to produce these lines. Replace the two-level molecule by a quantized harmonic oscillator with lowering operator $b$, and define $c_\pm=(a\pm b)/\sqrt2$. Then $a^\dagger b+ab^\dagger=c_+^\dagger c_+-c_-^\dagger c_-$, and the system consists of two independent oscillators with frequencies $\omega_0\pm g$. Since $a=(c_++c_-)/\sqrt2$ removes one quantum from one of them, every rung emits at $\Delta=\pm g$, here $\pm4.489$ GHz. The $\sqrt n$ ladder found here comes from a quantized field together with a molecule that holds at most one excitation.

Two other square roots should be kept apart from this one.

- **Number of molecules.** For $N$ identical classical oscillators at equivalent positions, the driving term of the field contains $\sum_jx_j$. This replaces $q^2$ by $Nq^2$ in the frequency equation, so the splitting is $2g\sqrt N$. Four molecules give 17.96 GHz without any quantum theory of the field.
- **Intensity.** A two-level molecule in a classical field of amplitude $\alpha$, in units where $|\alpha|^2$ corresponds to photon number, has $H=\hbar g(\alpha^*\sigma_-+\alpha\sigma_+)$. Its eigenvalues are $\pm\hbar g|\alpha|$, so its Rabi frequency is $2g|\alpha|$. This also grows as the square root of intensity, but continuously. The quantum model allows the discrete values $2g\sqrt{n+1}$ for a molecule that starts excited with $n$ photons present.

### Why "only" is too strong

The ladder can show itself without a measurement of line positions, and photon statistics can be nonclassical without the ladder. First, the discrete frequencies can appear in time if losses are small enough. Neglect losses, and start with an excited molecule and a coherent field whose photon-number probabilities are $p_n$. The population difference between excited and ground state is

$$W(t)=\sum_np_n\cos(2g\sqrt{n+1}\,t).$$

The terms drift out of phase and the oscillation collapses. Neighbouring frequencies near the mean $\bar n$ differ by about $g/\sqrt{\bar n}$, so the terms come back into phase near $t=2\pi\sqrt{\bar n}/g$. For $\bar n=16$ this estimate is $gt=25.1$. The computed signal returns to a magnitude of 0.56, with its largest value at $gt=26.0$. Observing it takes far smaller losses than those of the numerical case, where only about 6% of the excitation would be left by then. Even losing a few of the 16 photons is enough to wash the revival out, because each loss changes the oscillation frequencies at a random time.

A smooth (gamma) distribution of classical intensities with the same mean and variance gives less than $10^{-6}$ throughout $15<gt\le35$. A classical mixture built from the right discrete intensities could imitate the revival, so this signal alone is not a strict proof.

Photon statistics give a stricter criterion. A fluctuating classical intensity $I$ has non-negative variance, so $\langle I^2\rangle\ge\langle I\rangle^2$. The corresponding quantum ratio,

$$g^{(2)}(0)=\frac{\langle a^\dagger a^\dagger aa\rangle}{\langle a^\dagger a\rangle^2},$$

can fall below 1. This does not require a $\sqrt n$ ladder. Put one quantum into the molecule, leave the cavity empty and neglect losses. Once the quantum is shared with the cavity, $\langle a^\dagger a\rangle>0$, but removing two photons is impossible, so $g^{(2)}(0)=0$. This holds for a harmonic molecule as well as for a two-level one.

With a coherent probe, the ladder does make the difference. Drive the damped system at $\Delta=-g$. One photon fits the first rung, but two bring $2\hbar\omega_0-2\hbar g$, while the lowest state of the second rung lies at $2\hbar\omega_0-\sqrt2\hbar g$. The mismatch is $0.59g$, compared with $\gamma=0.11g$, so the second photon is hindered.

For $\varepsilon=0.01\gamma$ the computed value is $g^{(2)}(0)=0.107$. Replacing the molecule by a harmonic oscillator with the same $g$ and $\gamma$ gives 1.000, although the weak-probe doublet is unchanged. With equal loss rates, as assumed here, the damped normal modes are split by $2g$, but two peaks can appear even while the modes still overlap within their widths. With a cavity loss rate $\kappa$ very different from the molecular rate $\gamma$, two peaks need not mean split modes at all: the damped normal modes are unsplit for $g<|\kappa-\gamma|/4$, yet a narrow molecular line can still cut a dip into a broad cavity peak. Evidence for a quantized field has to come from measurements beyond this linear response.

## Table of computed values

```
omega0/2pi = 500.0 THz
oscillator strength f = 1.0
mode volume V = 1.0e-18 m^3
gamma/2pi = 0.500 GHz
transition dipole d = 2.1748e-29 C m
vacuum field E_vac = 1.3678e+05 V/m
g = 2.8207e+10 rad/s
g/2pi = 4.4893 GHz
g/omega0 = 8.979e-06
gamma/g = 0.1114
classical splitting/2pi = 8.9787 GHz
quantum splitting/2pi = 8.9787 GHz
quantum splitting energy = 37.133 microeV
classical splitting/2pi, 4 molecules = 17.9573 GHz
Weak probe, eps = 0.01 gamma; intensity/eps^2 in units 1/g^2:
  delta/g = -1.0: quantum 80.77319, classical 80.80555
  delta/g = -0.5: quantum 0.44388, classical 0.44384
  delta/g = 0.0: quantum 0.00308, classical 0.00308
largest relative gap of the curves = 1.01e-03
peak position delta/g: formula 1.00154, found 1.00154
peak distance/2pi = 8.9925 GHz
saturation loss at delta=-g, eps=0.01 gamma: 3.780e-04
saturation loss at delta=-g, eps=0.10 gamma: 3.638e-02
rung 1 total width/2pi: JC 8.9787 GHz, oscillators 8.9787 GHz
rung 2 total width/2pi: JC 12.6977 GHz, oscillators 17.9573 GHz
rung 3 total width/2pi: JC 15.5515 GHz, oscillators 26.9360 GHz
rung 4 total width/2pi: JC 17.9573 GHz, oscillators 35.9147 GHz
lines from rung 2 to 1, offset/2pi in GHz:
  JC: -10.8382 -1.8595 1.8595 10.8382
  oscillators: -4.4893 4.4893
g2(0) at delta=-g, two-level molecule = 0.1072
g2(0) at delta=-g, oscillator = 1.0000
mean photon number for revival = 16
smooth intensity: mean 16.000, variance 16.000
revival time g*t: estimate 25.13, largest signal at 25.98
largest |inversion| for 15 < g*t <= 35: quantum 0.563
same, smooth classical intensity: below 1e-6 is True
```
